# The Pockels coefficient from the second-order susceptibility and its degeneracy factor: a program that tests the result

```python
"""
Result under test: r_ijk = -2 chi2_ijk(-w; w, 0) / (n_i^2 n_j^2).
Convention: P_i = eps0 [chi1_ij E_j + chi2_ijk E_j E_k], real total field E.
r_ijk is the derivative of the inverse relative permittivity at optical
frequency w with respect to a static field E_k; n_i are principal indices.
The factor 2 counts the ordered frequency pairs (w,0) and (0,w).
Model tests use dimensionless units with eps0 = 1; the device uses SI inside.
"""
import numpy as np
from scipy.constants import c
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# ---- Degeneracy factors from a time-dependent anharmonic oscillator ----
# x'' + damping x' + x + cubic x^2 = E0 + E1 cos(w t), polarization P = x
damping, cubic, w_drive, amp = 0.1, 0.3, 0.4, 0.004


def harmonics(static, optical):
    """Steady-state complex amplitudes of x at 0, w and 2w."""
    period = 2 * np.pi / w_drive
    start = 30 * period
    times = start + period * np.arange(64) / 64

    def motion(t, y):
        drive = static + optical * np.cos(w_drive * t)
        return [y[1], drive - damping * y[1] - y[0] - cubic * y[0] ** 2]

    sol = solve_ivp(motion, (0, start + period), [0.0, 0.0], method="DOP853",
                    t_eval=times, rtol=1e-11, atol=1e-14)
    assert sol.success
    x = sol.y[0]
    return [np.mean(x)] + [2 * np.mean(x * np.exp(1j * m * w_drive * times))
                           for m in (1, 2)]


def oscillator_chi2(w1, w2):
    def response(w):
        return 1 / (1 - w ** 2 - 1j * damping * w)
    return -cubic * response(w1 + w2) * response(w1) * response(w2)


plus, minus = harmonics(amp, amp), harmonics(-amp, amp)
optical_only = harmonics(0, amp)
static_plus, static_minus = harmonics(amp, 0), harmonics(-amp, 0)
factors = {
    "Pockels": (plus[1] - minus[1]) / 2
    / (oscillator_chi2(w_drive, 0) * amp ** 2),
    "second harmonic": optical_only[2]
    / (oscillator_chi2(w_drive, w_drive) * amp ** 2),
    "rectification": optical_only[0]
    / (oscillator_chi2(w_drive, -w_drive) * amp ** 2),
    "static": (static_plus[0] + static_minus[0]) / 2
    / (oscillator_chi2(0, 0) * amp ** 2),
}
expected = {"Pockels": 2, "second harmonic": 0.5,
            "rectification": 0.5, "static": 1}
for name, value in factors.items():
    # remaining difference is fourth order in the drive
    assert abs(value - expected[name]) < 1e-3 * expected[name], (name, value)

# ---- Full tensor relation: three electronic modes and one infrared mode ----
stiffness = np.diag([4.0, 5.0, 4.5, 0.0025])
charges = np.array([[3.4, 0, 0], [0, 3.4, 0], [0, 0, 3.4], [0, 0, 0.025]])
directions = np.array([[1.0, 0.5, 0.8, 0.6], [-0.4, 0.9, 0.3, 0.5]])
anharmonic = 0.02 * np.einsum("am,an,ap->mnp",
                              directions, directions, directions)
w_opt = 0.4


def mode_chi2(w1, w2, mode_charge):
    """Second-order response summed over modes, for one ordered pair."""
    def leg(w):
        return np.linalg.solve(stiffness - w ** 2 * np.eye(4), mode_charge)
    return -np.einsum("mnp,mi,nj,pk->ijk", anharmonic,
                      leg(w1 + w2), leg(w1), leg(w2))


def permittivity(static_field, mode_charge):
    """Exact small-signal permittivity about the displaced equilibrium."""
    force = mode_charge @ static_field
    q = np.zeros(4)
    for _ in range(40):
        q = np.linalg.solve(
            stiffness, force - np.einsum("mnp,n,p->m", anharmonic, q, q))
    hessian = stiffness + 2 * np.einsum("mnp,p->mn", anharmonic, q)
    return np.eye(3) + mode_charge.T @ np.linalg.solve(
        hessian - w_opt ** 2 * np.eye(4), mode_charge)


def pockels_pair(mode_charge):
    step = 1e-6
    direct = np.zeros((3, 3, 3))
    for k in range(3):
        field = step * np.eye(3)[k]
        direct[:, :, k] = (
            np.linalg.inv(permittivity(field, mode_charge))
            - np.linalg.inv(permittivity(-field, mode_charge))) / (2 * step)
    n_squared = np.diag(permittivity(np.zeros(3), mode_charge))
    formula = (-2 * mode_chi2(w_opt, 0, mode_charge)
               / (n_squared[:, None, None] * n_squared[None, :, None]))
    return direct, formula, n_squared


r_direct, r_formula, n_sq = pockels_pair(charges)
tensor_error = np.max(abs(r_direct - r_formula)) / np.max(abs(r_direct))
assert tensor_error < 1e-6, tensor_error

no_ion = charges.copy()
no_ion[3] = 0
r_no_ion, formula_no_ion, _ = pockels_pair(no_ion)
assert np.max(abs(r_no_ion - formula_no_ion)) < 1e-6 * np.max(abs(r_no_ion))


def harmonic_ratio(mode_charge):
    """zzz second-harmonic chi2 divided by zzz Pockels chi2."""
    return (mode_chi2(w_opt, w_opt, mode_charge)[2, 2, 2]
            / mode_chi2(w_opt, 0, mode_charge)[2, 2, 2])


ratio_ion, ratio_electronic = harmonic_ratio(charges), harmonic_ratio(no_ion)
assert abs(ratio_ion) < 0.5 and abs(ratio_electronic - 1) < 0.3

# ---- Device: rough values in the regime of thin-film lithium niobate ----
wavelength, index, chi2 = 1550e-9, 2.14, -320e-12
gap, length, overlap = 5e-6, 10e-3, 0.7
r = -2 * chi2 / index ** 4
v_pi = wavelength * gap / (2 * overlap * index ** 3 * abs(r) * length)
field_pi = v_pi / gap
dn_linear = -0.5 * index ** 3 * r * field_pi


def exact_index(field):
    return np.sqrt(index ** 2 + 2 * chi2 * field)


def phase_error(voltage):
    difference = exact_index(-voltage / gap) - exact_index(voltage / gap)
    return 2 * np.pi * overlap * length * difference / wavelength - np.pi


v_pi_exact = brentq(phase_error, 0.01, 50, xtol=1e-13, rtol=1e-13)
assert abs(v_pi / v_pi_exact - 1) < 1e-6
dn_exact = exact_index(field_pi) - index
expansion_error = abs(dn_exact / dn_linear - 1)
assert expansion_error < 1e-4
v_pi_without_two = wavelength * gap / (
    2 * overlap * index ** 3 * abs(-chi2 / index ** 4) * length)

# ---- Sizes of neglected effects; material inputs here are rough ----
chi3 = 1e-20              # m^2/V^2
photoelastic = 0.1
piezo_long = 6e-12        # m/V, along the static field
piezo_trans = 1e-12       # m/V, along the light path
coercive = 2e7            # V/m
thermo_optic = 4e-5       # 1/K
group_index = 2.2

small = 1e-3
kerr_projection = quad(lambda a: (1 + small * np.cos(a)) ** 3 * np.cos(a),
                       0, 2 * np.pi, epsabs=1e-13)[0] / (np.pi * small)
assert abs(kerr_projection - 3) < 1e-5
kerr_ratio = 3 * chi3 * field_pi ** 2 / abs(2 * chi2 * field_pi)
strain_r = photoelastic * piezo_long
path_ratio = piezo_trans * index / (abs(chi2) / index)
temperature_pi = wavelength / (2 * length * thermo_optic)
transit = length * group_index / c
f_3db = brentq(lambda f: np.sinc(f * transit) - np.sqrt(0.5),
               1e6, 0.99 / transit)
transit_average = quad(lambda s: np.cos(2 * np.pi * f_3db * transit * s),
                       -0.5, 0.5)[0]
assert abs(transit_average - np.sqrt(0.5)) < 1e-8

# ---- Printed record ----
print("DEGENERACY FACTORS measured in time domain (dimensionless)")
for name, value in factors.items():
    print(f"  {name}: {np.real(value):.5f}")
print("FOUR-MODE MODEL (dimensionless)")
print("  principal n^2 (x, y, z):", np.round(n_sq, 4))
print(f"  r_zzz from inverse permittivity: {r_direct[2, 2, 2]:.6f}")
print(f"  r_zzz from chi2 formula: {r_formula[2, 2, 2]:.6f}")
print(f"  r_xzz from inverse permittivity: {r_direct[0, 2, 2]:.6f}")
print(f"  r_xzz from chi2 formula: {r_formula[0, 2, 2]:.6f}")
print(f"  largest tensor error / largest element: {tensor_error:.1e}")
print(f"  SHG chi2 / Pockels chi2, with infrared mode: {ratio_ion:.3f}")
print(f"  same ratio, infrared charge removed: {ratio_electronic:.3f}")
print("DEVICE INPUTS (rough, thin-film lithium niobate regime)")
print(f"  wavelength: {wavelength * 1e9:.0f} nm")
print(f"  refractive index: {index:.2f}")
print(f"  chi2(-w;w,0): {chi2 * 1e12:.0f} pm/V")
print(f"  electrode gap: {gap * 1e6:.1f} um")
print(f"  length: {length * 1e3:.1f} mm")
print(f"  overlap: {overlap:.2f}")
print("DEVICE RESULTS")
print(f"  n^4: {index ** 4:.3f}")
print(f"  Pockels coefficient r: {r * 1e12:.2f} pm/V")
print(f"  push-pull V_pi, formula: {v_pi:.4f} V")
print(f"  push-pull V_pi, unexpanded index: {v_pi_exact:.4f} V")
print(f"  V_pi L: {v_pi * length * 100:.3f} V cm")
print(f"  field at V_pi: {field_pi * 1e-8:.5f} MV/cm")
print(f"  material index change in one arm: {dn_linear:.3e}")
print(f"  V_pi if factor 2 is dropped: {v_pi_without_two:.4f} V")
print("NEGLECTED EFFECTS (rough inputs, then sizes)")
print(f"  chi3 input: {chi3:.0e} m^2/V^2")
print(f"  photoelastic input: {photoelastic:.1f}")
print(f"  piezo inputs, along field and path: {piezo_long * 1e12:.0f}, "
      f"{piezo_trans * 1e12:.0f} pm/V")
print(f"  coercive field input: {coercive * 1e-8:.1f} MV/cm")
print(f"  thermo-optic input: {thermo_optic:.0e} 1/K")
print(f"  group index input: {group_index:.1f}")
print(f"  index expansion, relative error: {expansion_error:.1e}")
print(f"  static Kerr / Pockels permittivity change: {kerr_ratio:.1e}")
print(f"  strain contribution to r, magnitude: {strain_r * 1e12:.2f} pm/V")
print(f"  strain contribution / r: {100 * strain_r / abs(r):.1f} %")
print(f"  path-length / Pockels phase: {100 * path_ratio:.1f} %")
print(f"  field at V_pi / coercive field: {100 * field_pi / coercive:.1f} %")
print(f"  arm temperature difference for pi phase: {temperature_pi:.2f} K")
print(f"  optical transit time: {transit * 1e12:.1f} ps")
print(f"  lumped-electrode frequency at 0.707 response: {f_3db / 1e9:.2f} GHz")
print("all good")
```

Printed output:

```
DEGENERACY FACTORS measured in time domain (dimensionless)
  Pockels: 2.00010
  second harmonic: 0.50000
  rectification: 0.50001
  static: 1.00001
FOUR-MODE MODEL (dimensionless)
  principal n^2 (x, y, z): [4.0104 3.3884 3.6596]
  r_zzz from inverse permittivity: 0.005950
  r_zzz from chi2 formula: 0.005950
  r_xzz from inverse permittivity: 0.007685
  r_xzz from chi2 formula: 0.007685
  largest tensor error / largest element: 2.7e-09
  SHG chi2 / Pockels chi2, with infrared mode: 0.100
  same ratio, infrared charge removed: 1.166
DEVICE INPUTS (rough, thin-film lithium niobate regime)
  wavelength: 1550 nm
  refractive index: 2.14
  chi2(-w;w,0): -320 pm/V
  electrode gap: 5.0 um
  length: 10.0 mm
  overlap: 0.70
DEVICE RESULTS
  n^4: 20.973
  Pockels coefficient r: 30.52 pm/V
  push-pull V_pi, formula: 1.8510 V
  push-pull V_pi, unexpanded index: 1.8510 V
  V_pi L: 1.851 V cm
  field at V_pi: 0.00370 MV/cm
  material index change in one arm: -5.536e-05
  V_pi if factor 2 is dropped: 3.7020 V
NEGLECTED EFFECTS (rough inputs, then sizes)
  chi3 input: 1e-20 m^2/V^2
  photoelastic input: 0.1
  piezo inputs, along field and path: 6, 1 pm/V
  coercive field input: 0.2 MV/cm
  thermo-optic input: 4e-05 1/K
  group index input: 2.2
  index expansion, relative error: 1.3e-05
  static Kerr / Pockels permittivity change: 1.7e-05
  strain contribution to r, magnitude: 0.60 pm/V
  strain contribution / r: 2.0 %
  path-length / Pockels phase: 1.4 %
  field at V_pi / coercive field: 1.9 %
  arm temperature difference for pi phase: 1.94 K
  optical transit time: 73.4 ps
  lumped-electrode frequency at 0.707 response: 6.04 GHz
all good
```
